# The Triangular Wigner Lattice and the Two-Dimensional Lieb-Oxford Constant

## Problem

Electrons move in a plane and repel each other as $1/r$. Hartree atomic units are used, and $n=1/(\pi r_s^2)$ is the density. For an $N$-electron state, pure or ensemble, with density $n(\mathbf r)$, define the indirect energy

$$W_{xc}=\langle V_{ee}\rangle-U[n],\qquad U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.$$

The two-dimensional Lieb-Oxford bound states that a constant $C$ exists with

$$W_{xc}\ge -C\int n^{3/2}\,d^2r\quad\text{for all states.}$$

(a) Compute the energy per electron, $-A/r_s$, of a triangular lattice of point electrons in a uniform neutralizing background, by Ewald summation.

(b) Convert $A$ into a value of $C$, and find its ratio to the coefficient of unpolarized LDA exchange.

(c) State what this value establishes about the best constant, and what remains conjecture.

The power $3/2$ follows from scaling. If all lengths shrink by a factor $\gamma$, the density becomes $\gamma^2n(\gamma\mathbf r)$ and every Coulomb energy is multiplied by $\gamma$. The integral of $n^{3/2}$ is multiplied by $\gamma^3\gamma^{-2}=\gamma$, so the two sides keep their proportion.

## A tempting solution

Split the interaction as $1/r=\mathrm{erfc}(\alpha r)/r+\mathrm{erf}(\alpha r)/r$. Sum the first part over lattice vectors $\mathbf R$ and the second over reciprocal vectors $\mathbf G$, and remove the electron's interaction with itself. The system is neutral, so the $\mathbf G=0$ term is dropped and the background needs no further thought:

$$v_{\rm try}=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\alpha R)}{R}+n\sum_{\mathbf G\neq0}\frac{2\pi}{G}\,\mathrm{erfc}\!\left(\frac{G}{2\alpha}\right)-\frac{2\alpha}{\sqrt\pi}.$$

Take $r_s=10$ bohr and $\alpha=\sqrt{\pi n}=0.1$ bohr$^{-1}$. Each sum is $0.0022277$ hartree and the self term is $-0.1128379$ hartree, so $v_{\rm try}=-0.10838$ hartree. Half of this is the energy per electron, $-0.05419$ hartree, and $A_{\rm try}=0.5419$. For uniform density, $-A/r_s=-A\sqrt{\pi}\sqrt n$, which gives $C_{\rm try}=0.5419\sqrt\pi=0.9605$.

## Where it fails

The unpolarized ideal Fermi gas is an admissible state. Its indirect energy is its exchange energy, $-1.0638\sqrt n$ per electron (derived below). This lies below $-0.9605\sqrt n$, so $C_{\rm try}$ cannot be a Lieb-Oxford constant.

The fault is in the sentence about neutrality. Neutrality cancels the average of the whole interaction, but the interaction has been split into two functions, and each has its own average. Dropping $\mathbf G=0$ accounts for the background acting through $\mathrm{erf}(\alpha r)/r$. The background also acts through $\mathrm{erfc}(\alpha r)/r$, and that contribution is finite:

$$-n\int\frac{\mathrm{erfc}(\alpha r)}{r}\,d^2r=-2\pi n\int_0^\infty \mathrm{erfc}(\alpha r)\,dr=-\frac{2n\sqrt\pi}{\alpha}.$$

The last step uses $\int_0^\infty\mathrm{erfc}(x)\,dx=\frac{2}{\sqrt\pi}\int_0^\infty xe^{-x^2}dx=1/\sqrt\pi$, by parts. Since the missing term depends on $\alpha$, so does $v_{\rm try}$, although $\alpha$ is an arbitrary device. Repeating the sum with a second $\alpha$ would have exposed the error.

## The lattice energy

Let $v$ be the potential energy of one electron in the field of all the others and the background. It is defined by grouping each electron with its own hexagonal Wigner-Seitz cell of background. Such a cell is neutral and has no dipole, so the leading term of its potential comes from the second moment of the charge and falls as $R^{-3}$. The planar sum therefore converges absolutely.

The short-range part gives $\sum_{\mathbf R\ne0}\mathrm{erfc}(\alpha R)/R-2n\sqrt\pi/\alpha$. For the long-range part write

$$f(r)=\frac{\mathrm{erf}(\alpha r)}{r}=\frac{2}{\sqrt\pi}\int_0^\alpha e^{-r^2t^2}dt .$$

The transform of the Gaussian in the plane is $(\pi/t^2)e^{-G^2/4t^2}$. With $u=G/(2t)$, so that $dt/t^2=-(2/G)\,du$,

$$\tilde f(G)=2\sqrt\pi\int_0^\alpha\frac{e^{-G^2/4t^2}}{t^2}dt=\frac{4\sqrt\pi}{G}\int_{G/2\alpha}^\infty e^{-u^2}du=\frac{2\pi}{G}\,\mathrm{erfc}\!\left(\frac{G}{2\alpha}\right).$$

Poisson summation, $\sum_{\mathbf R}f(R)=n\sum_{\mathbf G}\tilde f(G)$, needs a convergent sum. Start the $t$ integral at a small $\varepsilon>0$, which makes $f$ decay as a Gaussian. The $\mathbf G=0$ term is then finite and equals $n\int f\,d^2r$, which the background removes. As $\varepsilon\to0$ the terms with $\mathbf G\ne0$ tend to those above. The neutral-cell contributions stay bounded by a constant times $R^{-3}$ for every $\varepsilon$, because the substitution $t=u/r$ shows that the second derivatives of $f$ are so bounded. The limit therefore agrees with the definition of $v$.

The sum over all $\mathbf R$ includes the electron itself, with $f(0)=2\alpha/\sqrt\pi$, which must be subtracted. Hence

$$v=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\alpha R)}{R}+n\sum_{\mathbf G\ne0}\frac{2\pi}{G}\mathrm{erfc}\!\left(\frac{G}{2\alpha}\right)-\frac{2\alpha}{\sqrt\pi}-\frac{2n\sqrt\pi}{\alpha}.$$

One choice of $\alpha$ makes the two sums equal. For lattice vectors $\mathbf a_1,\mathbf a_2$ spanning the area $1/n$, the vector $\mathbf b_1=2\pi n(a_{2y},-a_{2x})$ satisfies $\mathbf b_1\cdot\mathbf a_1=2\pi$ and $\mathbf b_1\cdot\mathbf a_2=0$. Likewise $\mathbf b_2=2\pi n(-a_{1y},a_{1x})$. The reciprocal lattice is the direct lattice turned by $90^\circ$ and scaled, so its lengths are $G=2\pi nR$. With $\alpha=\sqrt{\pi n}$,

$$\frac{2\pi n}{G}=\frac1R,\qquad \frac{G}{2\alpha}=\sqrt{\pi n}\,R,\qquad \frac{2\alpha}{\sqrt\pi}=\frac{2n\sqrt\pi}{\alpha}=2\sqrt n .$$

The energy per electron is $e=v/2$; the factor one half is justified in the next section. Setting $e=-C_{\rm tri}\sqrt n$ and $s=\sqrt n\,R$,

$$C_{\rm tri}=-\frac{v}{2\sqrt n}=2-\sum_{s\ne0}\frac{\mathrm{erfc}(\sqrt\pi\,s)}{s}.$$

The tempting solution had $1$ in place of $2$.

For the triangular lattice the cell area is $\sqrt3a^2/2=1/n$, so $s_1=(2/\sqrt3)^{1/2}=1.07457$. The six nearest neighbours contribute $6\times0.0070696/1.07457=0.039474$. The next six, at $s_2=\sqrt3\,s_1$, contribute $0.00001$. Therefore

$$C_{\rm tri}=2-0.03948=1.9605,\qquad A=\frac{C_{\rm tri}}{\sqrt\pi}=1.1061 .$$

At $r_s=10$ bohr the four Ewald parts give the same result:

$$v=2(0.0022277)-2(0.1128379)=-0.2212205\ \text{hartree}.$$

The energy per electron is $-0.11061$ hartree, or $-3.01$ eV. The result was tested for independence of $\alpha$ and against a direct cell-by-cell sum of the crystal's energy in its background, $e_{\rm bg}$ of the next section.

## From the crystal to the bound

There is a second gap in the tempting solution. The lattice energy refers to point electrons in an external background, whereas $W_{xc}$ contains no background and subtracts the Hartree energy of the electrons' own density. For fixed point electrons that density is a set of spikes, not a uniform $n$. A state with uniform density is needed.

Take a finite piece of the crystal with each electron in a very narrow packet. The packets do not overlap, so antisymmetry adds no exchange energy between them. Now form the ensemble in which the whole crystal is shifted by $\mathbf x$, with $\mathbf x$ spread evenly over one Wigner-Seitz cell. Each electron's average density fills its cell, and in the limit of zero packet width the total density is $n$ on the union of the cells. The distances between electrons are the same for every shift. The kinetic energy becomes large, but it does not enter $W_{xc}$.

Let $\phi(\mathbf R)$ be the potential at $\mathbf R$ of a unit charge spread over a cell centred at the origin, and $\psi(\mathbf R)$ the interaction of two such cells. For a large crystal the indirect energy per electron is

$$e_{\rm ind}=\frac12\sum_{\mathbf R\ne0}\frac1R-\frac12\sum_{\mathbf R}\psi(\mathbf R),$$

and that of the crystal in its background is

$$e_{\rm bg}=\frac12\sum_{\mathbf R\ne0}\frac1R-\sum_{\mathbf R}\phi(\mathbf R)+\frac12\sum_{\mathbf R}\psi(\mathbf R).$$

The sums are combined cell by cell before the crystal is made large. Since $v=\sum_{\mathbf R\ne0}1/R-\sum_{\mathbf R}\phi(\mathbf R)$,

$$e_{\rm ind}=\frac v2+\frac\Delta2,\qquad e_{\rm bg}=\frac v2-\frac\Delta2,\qquad \Delta=\sum_{\mathbf R}[\phi(\mathbf R)-\psi(\mathbf R)].$$

Both equal $v/2$ if $\Delta=0$. To see that it is, let $V_L(\mathbf x)$ be the potential of a uniformly charged, inversion-symmetric patch of cells of radius about $L$. Then $\Delta$ is the limit of $V_L(0)$ minus the average of $V_L$ over the central cell. By the divergence theorem,

$$\nabla V_L(\mathbf x)=-n\oint\frac{\boldsymbol\nu\,dl}{|\mathbf r-\mathbf x|},$$

where $\boldsymbol\nu$ is the outward normal of the rim. At $\mathbf x=0$ this vanishes by inversion symmetry. Moving to $\mathbf x$ changes the integrand by at most about $|\mathbf x|/L^2$ over a rim of length proportional to $L$. The gradient is thus of order $n|\mathbf x|/L$, the potential in the central cell becomes flat as $L\to\infty$, and $\Delta=0$.

This depends on the dimension. Inside a uniformly charged ball in three dimensions the potential is $2\pi n(L^2-r^2/3)$, whose curvature does not fade as $L$ grows. There $\Delta=(2\pi n/3)\langle r^2\rangle$, with the average taken over a cell, and the two energies differ.

In the plane, the terms of $e_{\rm ind}$ have a slow tail. Averaging $1/|\mathbf R+\mathbf u|$ over displacements with isotropic second moment gives $1/R+\frac14\langle u^2\rangle\nabla^2(1/R)$ to second order, and $\nabla^2(1/R)=1/R^3$ in two dimensions. For two cells, $\langle u^2\rangle$ is twice the second moment $0.1389a^2$ of one cell, so

$$\psi(R)-\frac1R\simeq\frac{0.0694\,a^2}{R^3}.$$

The hexagonal ring number $k$ holds $6k$ sites at distances proportional to $k$ and contributes as $k^{-2}$. Stopping after $K$ rings leaves an error close to a multiple of $1/(K+\frac12)$. The sums give $1.9449$ for $K=16$ and $1.9526$ for $K=32$, and extrapolation with this law gives $1.9605$. This is a test of $\Delta=0$, since the sum uses neither a background nor Ewald's method.

Finite clusters are admissible states too, and each shows that $C$ cannot be smaller than its own $-W_{xc}/(N\sqrt n)$. The values are $1.501$ for one electron, $1.826$ for 61, and $1.910$ for 817. The single electron has $\langle V_{ee}\rangle=0$, so its value comes entirely from the subtracted Hartree energy. It already rules out $C_{\rm try}$.

## The ratio to LDA exchange

For plane waves the exchange energy per area of the unpolarized gas is

$$\frac{E_x}{\mathcal A}=-2\cdot\frac12\iint\frac{d^2k\,d^2k'}{(2\pi)^4}\frac{2\pi}{|\mathbf k-\mathbf k'|}=-\frac{I}{(2\pi)^3},$$

where the factor 2 counts spins, $2\pi/q$ is the transform of $1/r$, and both integrals cover the Fermi disk. The integral $I$ is twice the electrostatic energy of a disk with unit charge density. At the rim of a disk of radius $k$, a chord at angle $\theta$ to the diameter has length $2k\cos\theta$, so the rim potential is $\int_{-\pi/2}^{\pi/2}2k\cos\theta\,d\theta=4k$. Building the disk ring by ring,

$$\frac I2=\int_0^{k_F}4k\,(2\pi k)\,dk=\frac{8\pi k_F^3}{3},\qquad \frac{E_x}{\mathcal A}=-\frac{2k_F^3}{3\pi^2}.$$

Dividing by $n=k_F^2/(2\pi)$ and using $k_F=\sqrt{2\pi n}=\sqrt2/r_s$,

$$e_x=-\frac{4k_F}{3\pi}=-\frac{4\sqrt2}{3\pi r_s}=-\frac{0.6002}{r_s}=-C_x\sqrt n,\qquad C_x=\frac{4\sqrt2}{3\sqrt\pi}=1.0638 .$$

The ratio is

$$\lambda=\frac{C_{\rm tri}}{C_x}=\frac{1.9605}{1.0638}=1.84 .$$

In a fully polarized gas one spin fills a disk with $k_F=\sqrt{4\pi n}$. Both the exchange energy per area at given $k_F$ and the density are halved, so $e_x=-4k_F/(3\pi)$ still holds, with $k_F$ larger by $\sqrt2$. The bound depends on the total density alone, so the ratio to polarized exchange falls to $1.30$. The number $1.84$ belongs to the unpolarized reference.

## What has been established

The shifted finite crystals form a sequence of admissible states, and their values tend to the bulk one. An electron at distance $d$ from the rim misses a part of the $R^{-3}$ tail of order $1/d$, and averaging this over the cluster leaves a gap that closes slowly, as $\ln N/\sqrt N$. The best Lieb-Oxford constant is therefore at least $1.9605$. That it equals this value, $1.96$ to three figures, is a conjecture. It requires that no other state, of uniform or non-uniform density, does better.

The evidence here is limited to simple lattices. The square lattice gives $C=1.9501$, about $0.5\%$ below the triangular value, and none of 42 lattice shapes scanned exceeded the triangular one. This excludes neither crystals with several electrons per cell nor non-uniform densities.

If the conjecture holds, it constrains density functionals. The exact $E_{xc}$ is $W_{xc}$ of the interacting ground state plus its kinetic energy in excess of the non-interacting minimum at the same density. That excess is not negative, so

$$E_{xc}[n]\ge-C_{\rm tri}\int n^{3/2}d^2r=\lambda\,E_x^{\rm LDA}[n],$$

with $C_{\rm tri}\approx1.96$, $\lambda\approx1.84$ and unpolarized LDA exchange on the right. Both sides are negative: exchange and correlation together could lower the energy by at most about $1.84$ times the LDA exchange energy.

## Table of computed values

```
rs (input) = 10.0 bohr
density n = 3.183099e-03 bohr^-2
lattice constant a = 19.0463 bohr
Ewald alpha = sqrt(pi n) = 0.1000 bohr^-1
Ewald real-space sum = 0.0022277 hartree
Ewald reciprocal sum = 0.0022277 hartree
Ewald self term = -0.1128379 hartree
Ewald background term = -0.1128379 hartree
site potential energy v = -0.2212205 hartree
energy per electron v/2 = -0.1106103 hartree
energy per electron v/2 = -3.0099 eV
LDA exchange per electron = -0.0600211 hartree
A = -energy*rs = 1.106103 hartree bohr
exchange coefficient -e_x*rs = 0.600211 hartree bohr
first shell: s = 1.074570, sqrt(pi)*s = 1.904626 (dimensionless)
first shell: erfc = 7.0696e-03, six-site sum = 3.9474e-02 (dimensionless)
second shell: s = 1.861210, sqrt(pi)*s = 3.298908 (dimensionless)
second shell: erfc = 3.0808e-06, six-site sum = 9.9315e-06 (dimensionless)
C triangular, Ewald = 1.96051579 (dimensionless)
C triangular, zeta value = 1.96051579 (dimensionless)
C from neutral cells = 1.960516 (dimensionless)
C from uniform density, 16 rings = 1.944851
C from uniform density, 32 rings = 1.952562
C from uniform density, extrapolated = 1.960514
C square lattice = 1.950132 (dimensionless)
A square lattice = 1.100244 hartree bohr
lattice shapes scanned = 42, largest C = 1.960516
cell second moment = 0.138889 a^2
(psi - 1/R)*R^3 at R = 32 a: 0.069462 a^2
cluster of 1 electrons: C >= 1.50064 (dimensionless)
cluster of 61 electrons: C >= 1.82611 (dimensionless)
cluster of 217 electrons: C >= 1.87664 (dimensionless)
cluster of 817 electrons: C >= 1.91044 (dimensionless)
C_x unpolarized = 1.063846 (dimensionless)
C_x from exchange hole = 1.063846
ratio C/C_x unpolarized = 1.84286 (dimensionless)
ratio C/C_x polarized = 1.30310 (dimensionless)
```
